# Band tension of a half-filled tight-binding chain

## Problem

A long uniform chain has lattice spacing $a$, one orbital per site and one electron per site. Electrons hop between nearest neighbours with an amplitude of magnitude $t(a)>0$, the same for both spins. The orbitals are orthogonal, the electrons do not interact, the on-site energy is independent of $a$ and serves as the zero of energy, and the temperature is zero. Hartree atomic units are used.

The tension is the derivative of the energy with respect to the length at fixed electron number,

$$F=\frac{dE}{dL}.$$

It is positive when the chain pulls its ends inward.

1. Show that the band contribution to the tension is $-(4/\pi)\,dt/da$.
2. Find the force needed to stretch a single bond of the chain, and compare it with this tension.
3. Someone differentiates the dispersion relation at fixed wavenumber $k$ and sums over the occupied states. What do they get, and what have they missed?
4. Evaluate the tension for $t(a)=t_0e^{-(a-a_0)/\lambda}$ at $a=a_0$, with $t_0=0.1$ hartree, $a_0=2.5$ bohr and $\lambda=2$ bohr.

## Hints

- Close the chain into a ring of $N$ sites. Which quantity labels the Bloch states and does not change when the ring is stretched?
- Take $N=4m+2$, with $m$ an integer, so that the highest occupied level is completely filled.
- For part 2, only one term of the Hamiltonian depends on the length of a given bond.
- For part 3, ask how the allowed values of $k$ move as $a$ grows.

## Solution

### 1. Energy and tension

The ring is a way to impose periodic boundary conditions; its curvature plays no part. With a negative hopping amplitude the Hamiltonian is

$$H=-t\sum_{j,\sigma}\left(c^\dagger_{j+1,\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{j+1,\sigma}\right).$$

For a positive amplitude, changing the sign of every second orbital restores this form, since $N$ is even. Only the magnitude $t$ therefore matters.

A Bloch state has amplitude $e^{i\theta j}/\sqrt N$ on site $j$. Its two neighbours contribute $-t(e^{i\theta}+e^{-i\theta})$, so

$$\varepsilon(\theta)=-2t\cos\theta,\qquad \theta_\nu=\frac{2\pi\nu}{N}.$$

The phase $\theta=ka$ is fixed by the integer $\nu$ and does not depend on $a$.

The $N$ electrons fill $N/2=2m+1$ states for each spin. The lowest are $\nu=-m,\dots,m$, all with $|\theta|<\pi/2$. To sum their energies, use

$$2\sin\frac{\pi}{N}\cos\frac{2\pi\nu}{N}=\sin\frac{(2\nu+1)\pi}{N}-\sin\frac{(2\nu-1)\pi}{N}.$$

On summing over $\nu$, neighbouring terms cancel and the two ends remain:

$$2\sin\frac{\pi}{N}\sum_{\nu=-m}^{m}\cos\theta_\nu=2\sin\frac{(2m+1)\pi}{N}=2\sin\frac{\pi}{2}=2.$$

Hence the cosine sum is $1/\sin(\pi/N)$. With a factor 2 for spin,

$$E=2(-2t)\frac{1}{\sin(\pi/N)}=-\frac{4t}{\sin(\pi/N)}.$$

For large $N$, $N\sin(\pi/N)\to\pi$, and the energy per site becomes

$$e=\frac{E}{N}\to-\frac{4t}{\pi}.$$

Since $L=Na$ with $N$ fixed, $dL=N\,da$ and

$$F=\frac{1}{N}\frac{dE}{da}=\frac{de}{da}=-\frac{4}{\pi}\frac{dt}{da}.$$

Stretching normally weakens the hopping, so $dt/da<0$ and $F>0$: the band energy rises as the chain is lengthened, and the electrons pull the sites together. If the on-site energy $\varepsilon_0$ did depend on $a$, one electron per site would add $d\varepsilon_0/da$ to $F$.

### 2. The force in one bond

Define the spin-summed bond order $p=\sum_\sigma\langle c^\dagger_{j+1,\sigma}c_{j\sigma}\rangle$. It is real and equal on all bonds of the uniform ring. Each bond has energy $-2tp$, where the 2 counts hopping in both directions. From $E=-2tpN$,

$$p=-\frac{E}{2tN}=\frac{2}{N\sin(\pi/N)}\to\frac{2}{\pi}.$$

Now change the length $\ell$ of one bond. The ground state is non-degenerate, so the Hellmann–Feynman theorem gives the first derivative of the energy as the expectation value of $\partial H/\partial\ell$:

$$\frac{dE}{d\ell}=-2p\frac{dt}{d\ell}\to-\frac{4}{\pi}\frac{dt}{da},$$

evaluated at $\ell=a$. This equals the tension of part 1. To first order, lengthening the ring costs the same band energy whether the extension is shared by all bonds or placed in one. This rests on all bond orders being equal. Near the end of an open chain they alternate: in a chain of 202 sites the force in the first three bonds is about 1.33, 0.80 and 1.14 times the bulk value, and the alternation decays slowly inward, to about 0.8% in the middle.

### 3. What fixed $k$ leaves out

In terms of $k$, the energy per site is

$$e=\frac{a}{\pi}\int_{-k_F}^{k_F}\varepsilon\,dk,\qquad k_F=\frac{\pi}{2a},$$

where the prefactor is $2$ for spin times $a/2\pi$. Differentiating $\varepsilon=-2t\cos(ka)$ at fixed $k$ gives

$$\left(\frac{\partial\varepsilon}{\partial a}\right)_k=-2\frac{dt}{da}\cos(ka)+2tk\sin(ka).$$

The first term sums to the correct tension. The second, with $\theta=ka$, gives

$$\frac{2t}{\pi a}\int_{-\pi/2}^{\pi/2}\theta\sin\theta\,d\theta
=\frac{2t}{\pi a}\Big[\sin\theta-\theta\cos\theta\Big]_{-\pi/2}^{\pi/2}
=\frac{4t}{\pi a}.$$

This term is spurious. Each allowed wavenumber is $k=\theta/a$ with $\theta$ fixed, so $dk/da=-k/a$. The missing contribution of each state is

$$\frac{\partial\varepsilon}{\partial k}\frac{dk}{da}=2ta\sin(ka)\left(-\frac{k}{a}\right)=-2tk\sin(ka),$$

which cancels the extra term state by state.

### 4. Numbers

The slope of the hopping is

$$\frac{dt}{da}=-\frac{t_0}{\lambda}=-\frac{0.1}{2}=-0.05\ \text{hartree/bohr}.$$

The band energy is $-4(0.1)/\pi=-0.1273$ hartree per site, and

$$F=\frac{4}{\pi}(0.05)=0.06366\ \text{hartree/bohr}\approx5.2\ \text{nN}.$$

Diagonalizing a ring of 202 sites and differentiating its energy numerically gives 0.063665 hartree/bohr, against 0.063662 from the formula. The difference is the finite-size factor $(\pi/N)/\sin(\pi/N)\approx1+\pi^2/(6N^2)$. Stretching one bond of the same ring also gives 0.063665 hartree/bohr. The fixed-$k$ calculation gives $0.0637+0.0509=0.1146$ hartree/bohr, which is 80% too large.

These are round parameters for a generic chain, and 5.2 nN is neither its breaking force nor its total tension. If the remaining energy per site, such as core repulsion, is $V(a)$, the total tension is $F+dV/da$. With no force on its ends, a chain kept uniform rests where $dV/da=-F$. Electron interaction would change the result further and is not estimated here.

### The uniform chain is held, not free

Suppose the hoppings alternate as $\bar t(1\pm\delta)$. A cell of two sites then has levels $\pm|h|$, with $\phi$ the phase across the cell and

$$|h|^2=\bar t^{\,2}\left|(1+\delta)+(1-\delta)e^{i\phi}\right|^2
=4\bar t^{\,2}\left(\cos^2\frac{\phi}{2}+\delta^2\sin^2\frac{\phi}{2}\right).$$

The lower band is full. Setting $x=\phi/2$, the energy per site is

$$e=-\frac{4\bar t}{\pi}\int_0^{\pi/2}\sqrt{\cos^2x+\delta^2\sin^2x}\;dx.$$

Let $y=\pi/2-x$. For $|\delta|\ll y\ll1$ the square root exceeds its value at $\delta=0$ by about $\delta^2/(2y)$. Integrating over this range gives $(\delta^2/2)\ln(1/|\delta|)$, up to terms of order $\delta^2$. The band energy therefore falls by

$$\frac{2\bar t}{\pi}\,\delta^2\ln\frac{1}{|\delta|}+O(\delta^2).$$

An elastic cost proportional to $\delta^2$ loses to this logarithm at small enough $\delta$. In this model, with static sites at zero temperature, the infinite uniform chain is therefore unstable to alternation, and its uniformity is a constraint. In a finite ring of $4m+2$ sites the gap between filled and empty levels cuts off the logarithm, so a stiff enough lattice can keep the ring uniform.

For the example, let the bond lengths be $a\pm0.1$ bohr, with the 0.1 bohr held fixed while $a$ varies. The band tension rises by 0.61%. The sign follows from the exponential law: both hoppings scale as $e^{-a/\lambda}$, so $F=-e/\lambda$, and a lower energy means a larger tension. The amplitude is an illustration, not a prediction.

## Variation 1: a warm chain

*Find the leading thermal correction to the isothermal tension, for $k_BT\ll t$.*

Because $\varepsilon(\theta+\pi)=-\varepsilon(\theta)$, the chemical potential stays at zero when there is one electron per site. The free energy per site is then

$$A=-2k_BT\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\ln\left(1+e^{-\varepsilon/k_BT}\right).$$

Write

$$-k_BT\ln(1+e^{-\varepsilon/k_BT})=\min(\varepsilon,0)-k_BT\ln(1+e^{-|\varepsilon|/k_BT}).$$

The first part gives the ground-state energy $-4t/\pi$. The second is confined to energies near zero, where the density of states per site, including spin and both points $\theta=\pm\pi/2$, is

$$g(0)=2\cdot\frac{1}{2\pi}\cdot\frac{2}{2t}=\frac{1}{\pi t}.$$

Using $\int_0^\infty\ln(1+e^{-x})\,dx=\pi^2/12$ for each side of zero energy,

$$A\approx-\frac{4t}{\pi}-2g(0)(k_BT)^2\frac{\pi^2}{12}=-\frac{4t}{\pi}-\frac{\pi(k_BT)^2}{6t}.$$

Differentiating at fixed $T$ gives

$$F\approx-\frac{4}{\pi}\frac{dt}{da}\left[1-\frac{\pi^2}{24}\left(\frac{k_BT}{t}\right)^2\right].$$

Stretching narrows the band and raises $g(0)$, and with it the electronic entropy, so heating the electrons weakens the pull. At 300 K, $k_BT=0.00095$ hartree, and the tension of the example falls by 0.0037%. This is the electronic effect alone, for static sites and a chain long enough that the level spacing is small compared with $k_BT$. Thermal vibration of the sites is left out and can outweigh it: independent random bond-length fluctuations of 0.056 bohr rms raise the band tension of the 202-site ring by about 0.06%.

## Variation 2: overlapping orbitals

*Let neighbouring orbitals have a small overlap $s(a)>0$, with hopping amplitude $-t$ and on-site energy zero. Find the tension to first order in $s$.*

The Bloch state now has squared norm proportional to $1+2s\cos\theta$, so

$$\varepsilon=\frac{-2t\cos\theta}{1+2s\cos\theta}\approx-2t\cos\theta+4ts\cos^2\theta.$$

For $s<1/2$ the energy still falls as $\cos\theta$ grows, so the same states are filled. With $\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\pi/2$,

$$e\approx-\frac{4t}{\pi}+\frac{4ts}{\pi}\cdot\frac{\pi}{2}=-\frac{4t}{\pi}+2ts,
\qquad
F\approx-\frac{4}{\pi}\frac{dt}{da}+2\frac{d(ts)}{da}.$$

If $s$ is proportional to $t$, then $d(ts)/da=2s\,dt/da$, and

$$F\approx-\frac{4}{\pi}\frac{dt}{da}\,(1-\pi s).$$

For $s=0.05$ at $a_0$ this predicts a fall of 15.7%. The 202-site ring with the full overlap matrix gives 13.9%. The gap of 1.8 percentage points comes from higher orders, chiefly the next term of the expansion, $-8ts^2\cos^3\theta$. Since $\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta=4/3$, it adds $-32ts^2/(3\pi)$ to $e$. With $d(ts^2)/da=3s^2\,dt/da$, the relative change in tension is $+8s^2=2.0\%$. This slightly exceeds the gap; the following term, $-6\pi s^3=-0.24\%$, has the opposite sign and slightly more than removes the excess of 0.21 percentage points.

With the values chosen here, overlap changes the tension far more than alternation or temperature does; other choices could alter that order. The effect of overlap also depends on the on-site energy: a constant $\varepsilon_0$ replaces $t$ by $t+\varepsilon_0s$ in the numerator, because

$$\frac{\varepsilon_0-2t\cos\theta}{1+2s\cos\theta}=\varepsilon_0-\frac{2(t+\varepsilon_0s)\cos\theta}{1+2s\cos\theta}.$$

A hopping taken from a non-orthogonal basis therefore cannot be put into the simple formula without its overlap and on-site energy. The values used in this sheet are collected in the numerical output.

## Table of computed values

```
Hopping t0: 0.100 hartree
Spacing a0: 2.500 bohr
Decay length lambda: 2.000 bohr
Hopping slope dt/da: -0.05000 hartree/bohr
Band energy per site: -0.127324 hartree
Band tension, formula: 0.063662 hartree/bohr
Band tension, formula: 5.2449 nN
Number of ring sites: 202 (count)
Band tension, ring: 0.063665 hartree/bohr
Force from one stretched bond: 0.063665 hartree/bohr
Spin-summed bond order, ring: 0.636645 (dimensionless)
Bond order 2/pi, infinite chain: 0.636620 (dimensionless)
False tension at fixed k: 0.114592 hartree/bohr
Spurious term 4t/(pi a): 0.050930 hartree/bohr
Thermal energy at 300 K: 0.000950 hartree
Tension change at 300 K: -0.00371 percent
Imposed bond alternation: +/-0.100 bohr
Tension change, alternation: 0.611 percent
Neighbour overlap: 0.050 (dimensionless)
Tension change, overlap: -13.92 percent
First-order overlap estimate: -15.71 percent
```
